# Diode Temperature from Three Currents, Free of Series Resistance: test program

```python
# RESULT UNDER TEST
# A diode with I = Is*(exp(q*(V-I*R)/(k*T))-1) is read at I1 < I2 < I3.
# With w = (I3-I2)/(I3-I1), define the chord height of any quantity y as
# y2 - w*y1 - (1-w)*y3.  For currents far above Is,
#     T = (q/k) * chord_height(V) / chord_height(ln I),
# independent of saturation current Is and constant series resistance R.
# Voltages are found by solving the implicit diode equation numerically.
# Internal units are A, V, ohm, K; the silicon gap is in eV.
import numpy as np
from scipy.constants import k as boltzmann, e as charge, zero_Celsius
from scipy.linalg import null_space
from scipy.optimize import brentq, minimize_scalar

k_over_q = boltzmann / charge
gap_ev = 1.12


def terminal_voltage(current, temperature, saturation, resistance,
                     ideality=1.0, knee=np.inf, recombination=0.0,
                     thermal_resistance=0.0):
    """Voltage at which the total junction current equals the set current."""
    def current_excess(voltage):
        junction_t = temperature + thermal_resistance * voltage * current
        sat = saturation * (junction_t / temperature)**3 * np.exp(
            -gap_ev / k_over_q * (1 / junction_t - 1 / temperature))
        junction_v = voltage - current * resistance
        low_level = sat * np.expm1(
            junction_v / (ideality * k_over_q * junction_t))
        diffusion = 2 * low_level / (1 + np.sqrt(1 + 4 * low_level / knee))
        extra = recombination * np.expm1(
            junction_v / (2 * k_over_q * junction_t))
        return diffusion + extra - current
    start = current * resistance
    return brentq(current_excess, start, start + 1.5,
                  xtol=1e-15, rtol=1e-15, maxiter=1000)


def voltages(currents, temperature, saturation, resistance, **effects):
    return np.array([terminal_voltage(i, temperature, saturation,
                                      resistance, **effects)
                     for i in currents])


def outer_weight(currents):
    return (currents[2] - currents[1]) / (currents[2] - currents[0])


def chord_height(values, currents):
    w = outer_weight(currents)
    return values[1] - w * values[0] - (1 - w) * values[2]


def three_current_t(volts, currents):
    return (chord_height(volts, currents)
            / (k_over_q * chord_height(np.log(currents), currents)))


def two_current_t(volts, currents):
    return ((volts[2] - volts[0])
            / (k_over_q * np.log(currents[2] / currents[0])))


# Example: rough parameters of a small silicon sensing junction.
T = 350.0
Is = 1e-13
R = 20.0
I = np.array([10e-6, 60e-6, 200e-6])
w = outer_weight(I)
h = chord_height(np.log(I), I)
V = voltages(I, T, Is, R)
T3 = three_current_t(V, I)
T2 = two_current_t(V, I)
R_found = (V[2] - V[0] - k_over_q * T3 * np.log(I[2] / I[0])) / (I[2] - I[0])
assert abs(T3 - T) < 1e-4
assert abs(R_found - R) < 1e-4

# The two cancellation conditions have one solution, up to scale.
conditions = np.array([np.ones(3), I / 1e-6])
basis = null_space(conditions)
assert basis.shape[1] == 1
assert np.allclose(basis[:, 0] / basis[1, 0], [-w, 1, -(1 - w)], atol=1e-12)
assert null_space(conditions[:, [0, 2]]).shape[1] == 0

# Recovery for unrelated diodes, temperatures, resistances and currents.
rng = np.random.default_rng(7)
largest_recovery_error = 0.0
for _ in range(60):
    first = rng.uniform(1e-6, 1e-5)
    ratio_a, ratio_b = rng.uniform(1.5, 6.0, 2)
    trial_i = first * np.array([1, ratio_a, ratio_a * ratio_b])
    trial_t = rng.uniform(250, 400)
    trial_s = 10**rng.uniform(-17, -13)
    trial_r = rng.uniform(0, 200)
    assert chord_height(np.log(trial_i), trial_i) > 0
    trial_v = voltages(trial_i, trial_t, trial_s, trial_r)
    error = abs(three_current_t(trial_v, trial_i) - trial_t)
    largest_recovery_error = max(largest_recovery_error, error)
assert largest_recovery_error < 1e-3

# Resistance error of the two-current method.
pair_shift = R * (I[2] - I[0]) / (k_over_q * np.log(I[2] / I[0]))
assert abs(T2 - T - pair_shift) < 1e-4

# A common current-scale error does not alter the inferred temperature.
scaled_v = voltages(1.05 * I, T, Is, R)
assert abs(three_current_t(scaled_v, I) - T) < 1e-4

# The retained -1 gives a bias in Is, but resistance still cancels.
def saturation_bias(saturation):
    return (-T * saturation * (I[1] - I[0]) * (I[2] - I[1])
            / (np.prod(I) * h))


leaky_s = 1e-9
leaky_t = three_current_t(voltages(I, T, leaky_s, 0), I)
leaky_t_with_r = three_current_t(voltages(I, T, leaky_s, 500), I)
assert abs((leaky_t - T) / saturation_bias(leaky_s) - 1) < 1e-3
assert abs(leaky_t - leaky_t_with_r) < 1e-8
large_s = 2e-6
large_s_t = three_current_t(voltages(I, T, large_s, R), I)
exact_ratio = chord_height(np.log(I + large_s), I) / h
assert abs(large_s_t / T - exact_ratio) < 1e-10

# The middle current of greatest signal is the logarithmic mean.
best_middle = (I[2] - I[0]) / np.log(I[2] / I[0])
search = minimize_scalar(
    lambda middle: -chord_height(np.log([10, middle, 200]),
                                 np.array([10, middle, 200])),
    bounds=(11, 199), method="bounded", options={"xatol": 1e-7})
assert abs(search.x * 1e-6 / best_middle - 1) < 1e-4

# Independent voltage noise, compared with simulated readings.
noise_v = 10e-6
noise_t = noise_v * np.sqrt(1 + w**2 + (1 - w)**2) / (k_over_q * h)
noisy_v = V[:, None] + rng.normal(0, noise_v, (3, 200000))
simulated_noise_t = np.std(three_current_t(noisy_v, I))
assert abs(simulated_noise_t / noise_t - 1) < 0.01

# Neglected effects, each introduced separately.
ideality = 1.008
recombination = 1e-12
knee = 5e-3
thermal_resistance = 1000.0
middle_error = 1e-3


def reading_shift(**effects):
    return three_current_t(voltages(I, T, Is, R, **effects), I) - T3


ideality_shift = reading_shift(ideality=ideality)
assert abs(ideality_shift - (ideality - 1) * T) < 1e-4
recombination_shift = reading_shift(recombination=recombination)
knee_shift = reading_shift(knee=knee)


def knee_formula(knee_current):
    return T * (I[1] - I[0]) * (I[2] - I[1]) / (2 * knee_current**2 * h)


assert abs(knee_shift / knee_formula(knee) - 1) < 0.05
assert abs(reading_shift(knee=0.05) / knee_formula(0.05) - 1) < 0.01

heated_v = voltages(I, T, Is, R, thermal_resistance=thermal_resistance)
heating_shift = three_current_t(heated_v, I) - T3
heating_pair_shift = two_current_t(heated_v, I) - T2
temperature_rise = thermal_resistance * heated_v * I
assert abs(heating_shift) < 0.1 * abs(heating_pair_shift)

actual_i = I * np.array([1, 1 + middle_error, 1])
mismatch_shift = three_current_t(voltages(actual_i, T, Is, R), I) - T3
mismatch_formula = middle_error * (T + R * I[1] / k_over_q) / h
assert abs(mismatch_shift / mismatch_formula - 1) < 0.002

print(f"True junction temperature: {T:.1f} K")
print(f"Saturation current: {Is*1e12:.2f} pA")
print(f"Series resistance: {R:.1f} ohm")
for number in range(3):
    print(f"Current {number+1}: {I[number]*1e6:.0f} uA")
    print(f"Terminal voltage {number+1}: {V[number]*1e3:.4f} mV")
print(f"k/q: {k_over_q*1e3:.7f} mV/K")
print(f"Thermal voltage kT/q: {k_over_q*T*1e3:.4f} mV")
print(f"Weight w of lowest current: {w:.6f} (dimensionless)")
print(f"Weight 1-w of highest current: {1-w:.6f} (dimensionless)")
print(f"Logarithm chord height h: {h:.6f} (dimensionless)")
print(f"Voltage chord height: {chord_height(V, I)*1e3:.4f} mV")
print(f"Three-current temperature: {T3:.3f} K")
print(f"Three-current temperature: {T3-zero_Celsius:.3f} deg C")
print(f"Recovered series resistance: {R_found:.3f} ohm")
print(f"Two-current temperature, currents 1 and 3: {T2:.3f} K")
print(f"Two-current error from resistance: {pair_shift:.3f} K")
print(f"Largest error over 60 random diodes: {largest_recovery_error:.1e} K")
print(f"Middle current of greatest signal: {best_middle*1e6:.2f} uA")
print(f"Bias from neglected -1: {saturation_bias(Is):.2e} K")
print(f"Test saturation current, leaky diode: {leaky_s*1e9:.1f} nA")
print(f"Bias of leaky diode: {leaky_t-T:.4f} K")
print(f"Rough ideality factor: {ideality:.3f} (dimensionless)")
print(f"Shift from ideality factor: {ideality_shift:.3f} K")
print(f"Rough recombination prefactor: {recombination*1e12:.1f} pA")
print(f"Shift from recombination: {recombination_shift:.3f} K")
print(f"Rough high-injection knee current: {knee*1e3:.1f} mA")
print(f"Shift from high injection: {knee_shift:.4f} K")
print(f"Silicon gap used for self-heating: {gap_ev:.2f} eV")
print(f"Rough thermal resistance: {thermal_resistance:.0f} K/W")
print(f"Self-heating rise at current 3: {temperature_rise[2]:.4f} K")
print(f"Three-current shift from self-heating: {heating_shift:.4f} K")
print(f"Two-current shift from self-heating: {heating_pair_shift:.3f} K")
print(f"Middle-current error: {middle_error*100:.2f} percent")
print(f"Shift from middle-current error: {mismatch_shift:.3f} K")
print(f"Voltage noise per reading, rms: {noise_v*1e6:.1f} uV")
print(f"Temperature noise, formula, rms: {noise_t:.4f} K")
print(f"Temperature noise, simulation, rms: {simulated_noise_t:.4f} K")
print("every check passed")
```

Printed output:

```
True junction temperature: 350.0 K
Saturation current: 0.10 pA
Series resistance: 20.0 ohm
Current 1: 10 uA
Terminal voltage 1: 555.7800 mV
Current 2: 60 uA
Terminal voltage 2: 610.8207 mV
Current 3: 200 uA
Terminal voltage 3: 649.9333 mV
k/q: 0.0861733 mV/K
Thermal voltage kT/q: 30.1607 mV
Weight w of lowest current: 0.736842 (dimensionless)
Weight 1-w of highest current: 0.263158 (dimensionless)
Logarithm chord height h: 1.003409 (dimensionless)
Voltage chord height: 30.2635 mV
Three-current temperature: 350.000 K
Three-current temperature: 76.850 deg C
Recovered series resistance: 20.000 ohm
Two-current temperature, currents 1 and 3: 364.720 K
Two-current error from resistance: 14.720 K
Largest error over 60 random diodes: 1.4e-05 K
Middle current of greatest signal: 63.42 uA
Bias from neglected -1: -2.03e-06 K
Test saturation current, leaky diode: 1.0 nA
Bias of leaky diode: -0.0203 K
Rough ideality factor: 1.008 (dimensionless)
Shift from ideality factor: 2.800 K
Rough recombination prefactor: 1.0 pA
Shift from recombination: 0.135 K
Rough high-injection knee current: 5.0 mA
Shift from high injection: 0.0471 K
Silicon gap used for self-heating: 1.12 eV
Rough thermal resistance: 1000 K/W
Self-heating rise at current 3: 0.1299 K
Three-current shift from self-heating: -0.0010 K
Two-current shift from self-heating: -0.772 K
Middle-current error: 0.10 percent
Shift from middle-current error: 0.363 K
Voltage noise per reading, rms: 10.0 uV
Temperature noise, formula, rms: 0.1468 K
Temperature noise, simulation, rms: 0.1468 K
every check passed
```
